Concavity in the multiplier of the minimized constrained-DFT Lagrangian, part 2

Constrained DFT fixes a population through a multiplier V. Hartree atomic units are used, with populations in electrons. A real, bounded weight w(r) defines N[n] = ∫ w(r) n(r) dr, with target N_c. For an energy functional E[n] on a set 𝒟 of densities independent of V,

  L[n,V] = E[n] + V (N[n] − N_c),    (1)
  W(V) = min over n in 𝒟 of L[n,V],    (2)
  E(N_c) = min of E[n] over those n in 𝒟 with N[n] = N_c.    (3)

The minimizer in (2) is n_V, with N_V = N[n_V]; V* maximizes W. The minimum property (first derivation) gives, with V_λ = λV₁ + (1−λ)V₂, 0 ≤ λ ≤ 1 and h of either sign,

  W(V_λ) ≥ λ W(V₁) + (1−λ) W(V₂).    (5)
  W(V) ≤ E(N_c) for every V.    (6)
  W(V+h) ≤ E[n_V] + (V+h)(N_V − N_c) = W(V) + h (N_V − N_c).    (7)
  W(V) ≤ E[n_{V+h}] + V (N_{V+h} − N_c) = W(V+h) − h (N_{V+h} − N_c).    (8)
  h (N_{V+h} − N_c) ≤ W(V+h) − W(V) ≤ h (N_V − N_c).    (9)

Perturbation theory (second derivation) uses closed-shell determinants of real orbitals φ with levels ε (i, j occupied; a, b virtual): Δ_ai = ε_a − ε_i > 0, ρ_ai = φ_a φ_i, w_ai = ∫ w ρ_ai dr, K_{ai,bj} = ∫∫ ρ_ai(r) f_Hxc(r,r′) ρ_bj(r′) dr dr′, f_Hxc = 1/|r−r′| + f_xc and M = Δ + 4K. 4M is the Hessian of L in the amplitudes U_ai mixing φ_a into φ_i. With v_Hxc frozen (W_s) and relaxed (W),

  W_s″ = −4 Σ_{ai} w_ai²/Δ_ai ≤ 0.    (12)
  W″ = −4 wᵀ M⁻¹ w.    (14)

These are ⟨w|χ_s|w⟩ and ⟨w|χ|w⟩, with χ_s and χ the Kohn–Sham and interacting responses, and

  χ = χ_s + χ_s f_Hxc χ.    (15)

For exact eigenenergies E_k (ground level E₀), superposing degenerate ground states at a kink of W closes any gap E(N_c) − max W. The dimer in the final listing is a two-electron Hubbard model.

The sizes can be ordered with one identity. For a positive definite A, completing the square gives 2wᵀx − xᵀAx = wᵀA⁻¹w − (x − A⁻¹w)ᵀA(x − A⁻¹w), so wᵀA⁻¹w is the maximum over x of the left side. If A − B is positive semidefinite and B is positive definite, the left side for A is nowhere above that for B, so wᵀA⁻¹w ≤ wᵀB⁻¹w. Let M_H = Δ + 4K_H keep the Coulomb kernel alone, with the orbitals and levels unchanged, and let χ_H be the corresponding response. K_H is positive semidefinite because xᵀK_H x = ∫ d³k/(2π)³ 4π |g(k)|²/k², with g(k) the Fourier transform of Σ x_ai ρ_ai. Taking A = M_H and B = Δ gives |⟨w|χ_H|w⟩| ≤ |⟨w|χ_s|w⟩|: the charge that moves sets up a Hartree potential opposing V w. For a local kernel f_xc(n(r)) δ(r−r′) with f_xc ≤ 0 everywhere, M_H − M is positive semidefinite, and if M > 0 the choice A = M_H, B = M gives |⟨w|χ|w⟩| ≥ |⟨w|χ_H|w⟩|. The order of χ and χ_s is not fixed by these arguments, since the total K need not be definite.

What each derivation assumes

Both derivations give W′ = N − N_c and W″ = ⟨w|χ|w⟩ ≤ 0, but they take the sign from different places.

The first uses that L is affine in V, that 𝒟 is independent of V, and that the inner step finds the global minimum. Inequalities (5) to (9) hold for any functional and any bounded population N that is a fixed function of the state, which includes populations defined by a non-local projector, and (5) carries over word for word to several multipliers. The form ⟨w|χ|w⟩ of the curvature is narrower: it was derived for a population linear in the density, with a fixed weight w(r). A fixed real non-local projector adds a fixed operator, and (14) carries over with w_ai its matrix elements, since the population then still changes by 4wᵀU at first order. If N is a nonlinear functional of the density, the potential that the constraint adds itself changes with the density, and the formula does not hold in general. The superposition argument at a kink adjusts one angle to one target and was given for one constraint only. The first derivation is global in V, survives level crossings and settles whether the maximum exists for targets strictly inside or strictly outside the range of N. It names χ as the curvature but gives no explicit expression for it in states or orbitals, and it needs uniqueness and differentiability of n_V before χ has a meaning. It says nothing about a self-consistent solution that is not the global minimum.

The second is local in V. For exact states it needs a non-degenerate ground level. For Kohn–Sham orbitals the frozen sum (12) needs a gap, and (14) needs a twice differentiable E_Hxc and an invertible M. In return the derivation gives the curvature explicitly and the condition for strict negativity. It applies to any smooth branch of self-consistent solutions, global minimum or not. Along a branch of local minima with M > 0 throughout, W″ ≤ 0 on the whole interval, the branch function is concave there, and a point with N = N_c maximizes it on that interval. That point need not be the lowest constrained state. In the exact theory the negative denominators E₀ − E_k express the same fact as the minimum property, because the eigenvalue problem is linear in Ψ. At frozen potential the same holds with the orbital levels. In the self-consistent problem the two separate: Δ_ai > 0 fixes the sign of (12) but not of (14).

A mean-field model shows the separation. One electron occupies the real orbital (c₁, c₂) on two sites, with n = c₁², w = diag(1,0), N_c = ½ and x = n − ½. The energy is

  E(x) = −2t c₁c₂ + ½ κ x² = −2t √(¼ − x²) + ½ κ x²,

since c₁²c₂² = n(1−n) = ¼ − x². The kernel is the constant κ. At V = 0 the point x = 0 is self-consistent, the mean-field potential κx vanishes, the orbitals are (1, ±1)/√2 with levels ∓t, and the lower one is occupied. Then w_ai = ½ and Δ = 2t. With one electron the spin factor is absent, so χ_s = −2 × ¼/(2t) = −1/(4t). For small x, √(¼ − x²) = ½ − x² + …, so L = −t + (2t + ½κ) x² + V x. Stationarity gives x = −V/(4t+κ), and substitution gives W = −t + V²/(2(4t+κ)) − V²/(4t+κ) = −t − V²/(2(4t+κ)). On this branch at V = 0

  W″ = −1/(4t + κ),

which is the scalar form χ_s/(1 − κχ_s) of (15): (−1/4t)/(1 + κ/4t) = −1/(4t+κ). For κ = 2t the self-consistent branch has W″ = −0.16667/t against χ_s = −0.25/t. For κ = −6t it has W″ = +0.5/t with the same χ_s = −0.25/t. The state obeys the aufbau rule and the frozen sum is negative, yet the constrained state is a minimum of the branch function, because for κ < −4t the point x = 0 is a local maximum of E.

The first derivation still applies to the global W of this model. For κ < −4t the minima of E solve E′ = x [2t/√(¼ − x²) − |κ|] = 0 with x ≠ 0, so √(¼ − x₀²) = 2t/|κ| and x₀² = ¼ − 4t²/κ². There

  E_min = −4t²/|κ| − ½|κ| (¼ − 4t²/κ²) = −2t²/|κ| − |κ|/8.

Using whichever of ±x₀ has the sign opposite to V as a trial state gives W(V) ≤ E_min − |V| x₀, while W(0) = E_min. The maximum is at V = 0, with a kink. The constraint fixes x = 0, so E(N_c) = −t, and the gap is

  E(N_c) − max W = |κ|/8 + 2t²/|κ| − t.

For κ = −6t: x₀ = √(¼ − 1/9) = 0.3727, max W = −t/3 − 3t/4 = −1.08333 t, and the gap is 0.08333 t. No multiplier makes the constrained state a minimizer of L. The superposition that closed the gap in the exact theory fails here because the κ term is not linear in the density matrix: the state with x = 0 loses the kernel gain ½|κ|x₀² = |κ|/8 − 2t²/|κ| that both minima have, and it recovers only t − 4t²/|κ| in hopping energy (from −4t²/|κ| to −t). The difference of the two is the gap above. The program tests the branch curvature against the Dyson form for both values of κ, its positive sign at κ = −6t, the concavity of the global W with its largest value at V = 0, and the gap formula.

Consequences for the constrained energy

Assume no gap, W smooth and W″(V*) < 0. Write W = G(V) − V N_c with G(V) = min_n (E[n] + V N[n]), which does not involve N_c, so G′ = N_V and G″ = W″. Then E(N_c) = G(V*) − V* N_c with V* a function of N_c, and

  dE/dN_c = (G′(V*) − N_c) dV*/dN_c − V* = −V*,

because G′(V*) = N_c. Differentiating G′(V*) = N_c with respect to N_c gives W″ dV*/dN_c = 1, so

  d²E/dN_c² = −dV*/dN_c = −1/W″(V*) > 0.    (16)

A region that exchanges charge easily has a large |W″| and a soft constrained energy. At the unconstrained ground state V* = 0 and the slope vanishes, so moving ΔN electrons costs −ΔN²/(2W″(0)) to leading order in ΔN.

The multiplier is found from W′ = 0. Setting the linearization W′ + W″ δV to zero gives the Newton step δV = −W′/W″. The next term of the Taylor series leaves the residual W′(V+δV) ≈ ½ W‴ δV². If the density is relaxed at each V but the step divides by the frozen curvature, then near V* the slope is W″ (V − V*), and the distance to V* is multiplied in each step by 1 − W″/W_s″. Near V* the iteration then converges if 0 < W″/W_s″ < 2, linearly unless the ratio equals 1, and it is driven away from V* if |W″| exceeds 2|W_s″|.

Worked example: moving 0.2 electron off carbon in CO

The molecule is CO at R = 2.13 bohr, an input close to the equilibrium distance, treated in restricted LDA (Slater exchange, VWN5 correlation) with the cc-pVDZ basis. There are 28 basis functions and 7 occupied orbitals, so 21 × 7 = 147 rotations. The weight is the Becke cell function of carbon without size adjustment: with μ = (r_C − r_O)/R, where r_C and r_O are distances to the nuclei, and p(μ) = 3μ/2 − μ³/2, it is w = ½ [1 − p(p(p(μ)))]. It runs from 1 at carbon to 0 at oxygen and equals ½ on the midplane. The integration grid has 50 radial and up to 194 angular points per atom. All digits below belong to this level of theory, grid and weight, and they are kept to show the internal agreement. A finer grid (75 × 302) moves E₀ by 6 × 10⁻⁶ Ha and the population by 1 × 10⁻⁵ e, but the basis is not converged. From cc-pVDZ to cc-pVTZ to aug-cc-pVTZ the carbon population at V = 0 goes from 5.903 to 5.895 to 5.892 e, ⟨w|χ|w⟩ at V = 0 from −1.114 to −1.148 to −1.171 e²/Ha, V* from 0.1852 to 0.1795 to 0.1753 Ha, and the cost of the constraint from 0.0183 to 0.0178 to 0.0174 Ha. The last three shift by about 5 %, while ⟨w|χ_s|w⟩ at V = 0 changes by less than 1 %.

At V = 0 the energy is E₀ = −112.422887 Ha and the carbon population is 5.90288 e. The target is N_c = 5.90288 − 0.2 = 5.70288 e, so W′(0) = +0.2 e and V* is positive. The three curvatures, in e²/Ha, are:

  V = 0:  χ_s −3.62059,  χ −1.11398,  χ_H −1.00603
  V = V*: χ_s −2.99255,  χ −1.04205,  χ_H −0.94516

Finite differences of self-consistent energies give −1.11398 and −1.04205, and finite differences of the band energy at frozen potential give −3.62059 and −2.99255. The program tests these four agreements and the order χ_s < χ < χ_H < 0. The bounds on χ_H are derived above, with f_xc < 0 tested on the grid wherever the density is not negligible, while χ_s < χ is a finding for this case. The frozen sum exceeds the self-consistent curvature by the factor 3.62059/1.11398 = 3.25 at V = 0 and 2.87 at V*. The Hartree kernel alone lowers the magnitude at V = 0 from 3.62 to 1.01, and the exchange-correlation kernel restores it to 1.11.

The conditions of the second derivation hold. The gap is 0.25387 Ha at V = 0 and 0.24685 Ha at V*, and the lowest eigenvalue of M is 0.35699 Ha and 0.36535 Ha. The identification of 4M with the Hessian is tested along one random rotation u at V*, where differences of L and 4uᵀMu both give 7.49896 Ha. These checks establish a local minimum under real, spin-restricted rotations. They do not prove a global minimum, and they do not cover spin-breaking or complex rotations. The gap narrows slightly between V = 0 and V* while |χ_s| falls from 3.62 to 2.99, so the smallest Δ_ai does not control the sum. An axially symmetric w connects only orbitals of equal symmetry, and the frontier pair of CO is σ to π*, so its w_ai is zero. The sum is carried mainly by the π to π* pairs, which give 3.08 of 3.62 at V = 0 and 2.47 of 2.99 at V*, while their Δ_ai widens from 0.368 to 0.402 Ha.

The Newton iteration from V = 0 runs as follows. The first step is 0.2/1.11398 = 0.179536 Ha and leaves W′ = 5.951 × 10⁻³ e with W″ = −1.04456. The second step is 5.951 × 10⁻³/1.04456 = 0.005697 Ha, which gives V = 0.185233 Ha. Across that step W‴ ≈ (1.04456 − 1.04206)/0.005697 = 0.439, so the predicted residual is ½ × 0.439 × 0.005697² = 7.1 × 10⁻⁶ e, and the computed one is 7.123 × 10⁻⁶ e. The third step, 7.123 × 10⁻⁶/1.04206 = 6.8 × 10⁻⁶ Ha, gives

  V* = 0.185240 Ha = 5.04 eV.

The same estimate predicts a last residual near +1 × 10⁻¹¹ e, whereas −4.0 × 10⁻¹⁰ e is found. The self-consistent field is stopped at a commutator residual of 10⁻⁹, and the cause of the difference was not established. The first Newton step falls short of V* by (0.18524 − 0.17954)/0.18524 = 3.1 %. With the frozen curvature it would be 0.2/3.62059 = 0.05524 Ha, which is 30 % of V*, and near V* the distance would shrink by the factor 1 − 1/2.8718 = 0.65 per step.

A scan in steps of 0.05 Ha shows the maximum:

  V (Ha)    W − E₀ (Ha)   N (e)
  0.0852    0.013037      5.80920
  0.1352    0.017007      5.75552
  0.1852    0.018318      5.70288
  0.2352    0.017025      5.65134
  0.2852    0.013184      5.60097

The second difference at the centre is (0.017007 − 2 × 0.018318 + 0.017025)/0.05² = −0.002604/0.0025 = −1.04 e²/Ha, and the slope of the population is (5.65134 − 5.75552)/0.1 = −1.042 e²/Ha, both in line with χ at V*. On the full scan from −0.0148 to 0.3852 Ha the program tests that all second differences are negative, that the largest value is at V*, and that the gap and the lowest eigenvalue of M stay positive. The size of the gap at large V depends on the basis: w tends to zero far out on the oxygen side, so the continuum starts at zero energy, and at V = 0.3852 Ha the lowest virtual level lies above it. The gap there is 0.24 Ha in cc-pVDZ and 0.16 Ha in aug-cc-pVTZ, with the highest occupied level still bound in both.

The cost of the constraint is

  max W − E₀ = 0.0183182 Ha = 0.4985 eV.

A direct minimization of E over the orbitals with N = N_c imposed, started from the V = 0 orbitals and using no scan in V, gives 0.0183182 Ha, so no gap is seen between the two routes. A self-consistent calculation at V* with PySCF's own solver, on the same grid and with the same weight matrix, gives the same value. The leading-order estimate is 0.2²/(2 × 1.11398) = 0.017954 Ha, which is 2.0 % below the full cost. The sign of this error follows from (16), because |W″| decreases from 1.114 to 1.042 along the path and E(N) stiffens. The same estimate with the frozen curvature is 0.04/(2 × 3.62059) = 0.005524 Ha, which is 70 % below the full cost.

Direct minimizations at neighbouring targets test the Legendre relations by three-point differences. The slope is −0.18525 Ha/e against −V* = −0.18524 Ha/e. The curvature is 0.9597 Ha/e² against −1/χ = 1/1.04205 = 0.9596 Ha/e², while the frozen response would give 1/2.99255 = 0.3342 Ha/e².

Numbers as computed

```
dimer: t=1, U=4.0, site shift=1.0, Nc=1.3 (energies in units of t=1)
dimer t=1.0: V*=-4.18048, max W=1.035002, constrained search=1.035002
dimer t=1: W'' states=-0.160796, differences=-0.160796
dimer t=0.0: V*=-5.00000, max W=2.500000, constrained search=2.500000
dimer t=0: kink slopes left=0.7000, right=-0.3000 e
model kappa=2.0 t: chi_s=-0.2500/t, branch W''=-0.16667/t
model kappa=-6.0 t: chi_s=-0.2500/t, branch W''=0.50000/t
model kappa=-6 t: E(1/2)=-1.00000 t, max W=-1.08333 t, gap=0.08333 t
model kappa=-6 t: |n-1/2| at the minima=0.3727 e
CO: R=2.13 bohr, basis size=28, occupied=7, rotations=147
CO: E0=-112.422887 Ha, N_C(0)=5.90288 e, target Nc=5.70288 e
Newton 0: V=0.000000 Ha, W'=2.000e-01 e, W''=-1.11398 e^2/Ha
Newton 1: V=0.179536 Ha, W'=5.951e-03 e, W''=-1.04456 e^2/Ha
Newton 2: V=0.185233 Ha, W'=7.123e-06 e, W''=-1.04206 e^2/Ha
Newton 3: V=0.185240 Ha, W'=-4.022e-10 e, W''=-1.04205 e^2/Ha
V=0: W' differences=0.200000 e, W'' differences=-1.11398, chi=-1.11398 e^2/Ha
V=0: frozen differences=-3.62059, chi_s=-3.62059, Hartree only=-1.00603 e^2/Ha
V=0: chi_s/chi=3.2501, gap=0.25387 Ha, lowest eigenvalue of M=0.35699 Ha
V*: W' differences=-0.000000 e, W'' differences=-1.04205, chi=-1.04205 e^2/Ha
V*: frozen differences=-2.99255, chi_s=-2.99255, Hartree only=-0.94516 e^2/Ha
V*: chi_s/chi=2.8718, gap=0.24685 Ha, lowest eigenvalue of M=0.36535 Ha
rotation: differences=7.49896 Ha, 4uMu=7.49896 Ha
scan: V=-0.0148 Ha, W-E0=-0.003074 Ha, N_C=5.91936 e
scan: V=0.0352 Ha, W-E0=0.006359 Ha, N_C=5.86384 e
scan: V=0.0852 Ha, W-E0=0.013037 Ha, N_C=5.80920 e
scan: V=0.1352 Ha, W-E0=0.017007 Ha, N_C=5.75552 e
scan: V=0.1852 Ha, W-E0=0.018318 Ha, N_C=5.70288 e
scan: V=0.2352 Ha, W-E0=0.017025 Ha, N_C=5.65134 e
scan: V=0.2852 Ha, W-E0=0.013184 Ha, N_C=5.60097 e
scan: V=0.3352 Ha, W-E0=0.006854 Ha, N_C=5.55181 e
scan: V=0.3852 Ha, W-E0=-0.001902 Ha, N_C=5.50394 e
V*=0.185240 Ha = 5.0406 eV
max W-E0=0.0183182 Ha = 0.4985 eV
direct E(Nc)-E0=0.0183182 Ha, pyscf W(V*)-E0=0.0183182 Ha
dE/dNc direct=-0.18525 Ha/e, -V*=-0.18524 Ha/e
d2E/dNc2 direct=0.9597, -1/chi=0.9596, -1/chi_s=0.3342 Ha/e^2
quadratic cost from V=0: chi 0.017954 Ha, chi_s 0.005524 Ha
first step from V=0: chi 0.17954 Ha, chi_s 0.05524 Ha
```
